# Kosterlitz flow, the stiffness jump and the correlation length: a program that tests the result

```python
"""Vortex gas of a two-dimensional superfluid: Kosterlitz flow and its results.

Result under test, with K = J/(k_B T), u = 1/K, y = vortex fugacity, l = ln(scale):
    du/dl = 4 pi^3 y^2,    dy/dl = (2 - pi K) y,
hence K_R = 2/pi at Tc (n_s lambda_T^2 = 4), eta = 1/4, and
ln(xi) = b/sqrt(T - Tc) + O(1) above Tc.
The microscopic model is the square-lattice Villain model, J = 1, lattice constant 1.
Its bare fugacity is exp(-pi K c), with c = Euler gamma + (3/2) ln 2.
K_R is the renormalized stiffness; W is the conserved charge on a cylinder.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import fftn, ifftn
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

pi = np.pi
core_c = np.euler_gamma + 1.5 * np.log(2)


def green_difference(L, x, tau):
    """G(0)-G(x,tau) of the lattice Laplacian on an infinite cylinder."""
    k = 2 * pi * np.arange(1, L) / L
    kappa = 2 * np.arcsinh(np.sin(k / 2))
    amp = 1 / (2 * np.sinh(kappa))
    decay = np.exp(-np.outer(tau, kappa)) * amp
    modes = (amp.sum() - decay @ np.cos(np.outer(k, x))) / L
    return tau[:, None] / (2 * L) + modes


def pair_screening(K, L):
    """Shift of 1/K_R(L) caused by single vortex pairs on the cylinder."""
    x = np.arange(L)
    tau = np.arange(3 * L + 1)
    weight = np.exp(-4 * pi**2 * K * green_difference(L, x, tau))
    weight[1:] *= 2
    return 2 * L**2 * np.sum(weight * (1 - np.cos(2 * pi * x / L)))


def transfer_inverse_stiffness(K, L, M):
    """1/K_R(L) from the largest transfer-matrix eigenvalues for W = 0, 1.

    Each angle has M grid values; the conjugate integers are kept modulo M.
    """
    n = np.rint(np.fft.fftfreq(M) * M)
    theta = 2 * pi * np.arange(M) / M

    def on_axis(v, i):
        return v.reshape([-1 if j == i else 1 for j in range(L)])

    total = sum(on_axis(n, i) for i in range(L))
    half = np.exp(-sum(on_axis(n**2, i) for i in range(L)) / (4 * K))
    bonds = np.ones((M,) * L)
    for i in range(L):
        d = on_axis(theta, i) - on_axis(theta, (i + 1) % L)
        bonds = bonds * sum(np.exp(-K * (d - 2 * pi * m)**2 / 2)
                            for m in range(-5, 6))
    logs = []
    for W in (0, 1):
        sector = np.mod(total - W, M) == 0
        psi = half * sector
        for _ in range(14):
            psi = psi / np.linalg.norm(psi)
            new = half * fftn(bonds * ifftn(half * psi)) * sector
            eigenvalue = np.vdot(psi, new).real
            psi = new
        logs.append(np.log(eigenvalue))
    return 2 * L * (logs[0] - logs[1])


# Single-pair screening against the full interacting lattice model.
K_dilute = 1.2
dilute_rows = []
for L in (4, 5):
    full = transfer_inverse_stiffness(K_dilute, L, 12) - 1 / K_dilute
    pair = pair_screening(K_dilute, L)
    # Neglected four-vortex configurations set this tolerance.
    assert abs(full / pair - 1) < 0.02, (L, full, pair)
    dilute_rows.append((L, full, pair))

# Far above the transition, the stiffness falls with size.
K_hot = 0.4
hot = [1 / transfer_inverse_stiffness(K_hot, L, 10) for L in (3, 4, 5)]
assert hot[0] > hot[1] > hot[2]

# Pair energy constant and spin-wave decay exponent from lattice sums.
g16, g32 = green_difference(4096, np.array([16, 32]), np.array([0]))[0]
c_lattice = 2 * pi * g32 - np.log(32)
assert abs(c_lattice - core_c) < 1e-3
K_star = 2 / pi
eta_lattice = (g32 - g16) / (K_star * np.log(2))
assert abs(eta_lattice - 1 / (2 * pi * K_star)) < 1e-3

# Coefficient of du/dl and scaling exponent of y^2 from large cylinders.
slope_lattice = (pair_screening(K_star, 256)
                 - pair_screening(K_star, 128)) / np.log(2)
slope_flow = 4 * pi**3 * np.exp(-2 * pi * K_star * core_c)
assert abs(slope_lattice / slope_flow - 1) < 2e-3
K_power = 0.7
s64, s128, s256 = [pair_screening(K_power, L) for L in (64, 128, 256)]
power_lattice = np.log2((s256 - s128) / (s128 - s64))
power_flow = 2 * (2 - pi * K_power)
assert abs(power_lattice - power_flow) < 0.01


def bare_y(T):
    return np.exp(-pi * core_c / T)


def invariant(u, y):
    return 2 * pi**3 * y**2 - 2 * u + pi * np.log(u)


def flow(l, state):
    u, log_y = state
    return [4 * pi**3 * np.exp(2 * log_y), 2 - pi / u]


def reaches_disorder(l, state):
    return state[0] - pi


reaches_disorder.terminal = True
reaches_disorder.direction = 1


def integrate(T, l_end, event=None):
    return solve_ivp(flow, (0, l_end), [T, np.log(bare_y(T))],
                     method="DOP853", events=event, rtol=1e-11, atol=1e-13)


I_c = invariant(pi / 2, 0)
Tc = brentq(lambda T: invariant(T, bare_y(T)) - I_c, 1.2, 1.5, xtol=1e-14)


def renormalized_K(T):
    I = invariant(T, bare_y(T))
    return 1 / brentq(lambda u: invariant(u, 0) - I, T, pi / 2, xtol=1e-14)


# Flow below Tc: conserved quantity, final stiffness, square-root cusp.
T_low = 0.9 * Tc
low = integrate(T_low, 100)
assert low.success
I_path = invariant(low.y[0], np.exp(low.y[1]))
assert np.ptp(I_path) < 1e-8
K_low_flow = 1 / low.y[0, -1]
assert abs(K_low_flow / renormalized_K(T_low) - 1) < 1e-7
dI_dT = (4 * pi**4 * core_c * bare_y(Tc)**2 / Tc**2 - 2 + pi / Tc)
C_prime = 8 * dI_dT / pi
delta = 1e-6
cusp_ratio = (pi * renormalized_K(Tc - delta) - 2) / np.sqrt(C_prime * delta)
assert abs(cusp_ratio - 1) < 0.01


# Flow above Tc: the essential singularity.
def log_xi(T):
    run = integrate(T, 5000, reaches_disorder)
    assert run.success and len(run.t_events[0]) == 1
    return run.t_events[0][0]


b = pi / np.sqrt(C_prime)
d1, d2 = 4e-5, 1e-5
b_flow = (log_xi(Tc + d2) - log_xi(Tc + d1)) / (d2**-0.5 - d1**-0.5)
assert abs(b_flow / b - 1) < 2e-3


# Logarithmic factor at Tc; e = 1 - 2u/pi on the critical trajectory.
def dl_dloge(s):
    e = np.exp(s)
    return e / (4 * (-e - np.log1p(-e)))


def length_log(e):
    return quad(dl_dloge, np.log(e), np.log(1 - 2 * Tc / pi),
                epsabs=1e-8, epsrel=1e-10, limit=200)[0]


e1, e2 = 1e-3, 1e-5
excess = quad(lambda s: ((1 - np.exp(s)) / 4 - 0.25) * dl_dloge(s),
              np.log(e2), np.log(e1))[0]
log_power = -excess / np.log(length_log(e2) / length_log(e1))
assert abs(log_power - 1 / 8) < 0.002

# Universal jump expressed as a density for a model boson.
mass = 100 * const.atomic_mass
T_gas = 100e-9
wavelength = const.h / np.sqrt(2 * pi * mass * const.k * T_gas)
stiffness = K_star * const.k * T_gas
n_s = mass * stiffness / const.hbar**2
assert abs(n_s * wavelength**2 - 4) < 1e-8

print("Villain model: energies in J, lengths in lattice constants")
print(f"core constant c, formula (dimensionless): {core_c:.6f}")
print(f"core constant c, lattice sum (dimensionless): {c_lattice:.6f}")
print(f"Transfer-matrix test at K = {K_dilute:.2f} (dimensionless)")
for L, full, pair in dilute_rows:
    print(f"L={L}: shift of 1/K, full {full:.6e}, one pair {pair:.6e}")
print(f"K_R at bare K={K_hot:.2f}, L=3,4,5: "
      + ", ".join(f"{v:.4f}" for v in hot))
print(f"du/dl at K=2/pi, lattice pairs: {slope_lattice:.6f}")
print(f"du/dl at K=2/pi, 4 pi^3 y^2: {slope_flow:.6f}")
print(f"size exponent at K={K_power:.2f}, lattice pairs: {power_lattice:.5f}")
print(f"size exponent at K={K_power:.2f}, 2(2-pi K): {power_flow:.5f}")
print(f"Tc from truncated flow: {Tc:.6f} J/k_B")
print(f"bare K at Tc (dimensionless): {1/Tc:.6f}")
print(f"bare fugacity at Tc (dimensionless): {bare_y(Tc):.6f}")
print(f"bare 2 pi K at Tc (dimensionless): {2*pi/Tc:.5f}")
print(f"critical invariant I_c (dimensionless): {I_c:.6f}")
print("Below Tc: T/Tc, K_R, n_s lambda_T^2 (all dimensionless)")
for ratio in (0.5, 0.9, 0.99, 0.999, 0.999999):
    KR = renormalized_K(ratio * Tc)
    print(f"{ratio:.6f}  {KR:.6f}  {2*pi*KR:.5f}")
print(f"K_R at 0.9 Tc from integrated flow: {K_low_flow:.6f}")
print(f"cusp ratio at Tc-T={delta:.0e} J/k_B: {cusp_ratio:.5f}")
print(f"limit of K_R at Tc (dimensionless): {K_star:.6f}")
print(f"limit of n_s lambda_T^2 at Tc: {2*pi*K_star:.6f}")
print(f"eta at K=2/pi from lattice sum: {eta_lattice:.6f}")
print(f"power of ln r at Tc from flow: {log_power:.5f}")
print(f"C' = dC/dT at Tc: {C_prime:.6f} k_B/J")
print(f"b from formula: {b:.5f} (J/k_B)^(1/2)")
print(f"b from integrated flow: {b_flow:.5f} (J/k_B)^(1/2)")
print("Above Tc: T/Tc-1, ln xi, b/sqrt(T-Tc), difference")
for t in (0.1, 0.01, 0.001, 0.0001):
    value = log_xi(Tc * (1 + t))
    leading = b / np.sqrt(Tc * t)
    print(f"{t:.4f}  {value:.4f}  {leading:.4f}  {value-leading:.4f}")
print(f"model boson mass: {mass/const.atomic_mass:.1f} u")
print(f"model gas temperature: {T_gas*1e9:.1f} nK")
print(f"thermal wavelength: {wavelength*1e6:.5f} micrometre")
print(f"superfluid density at jump: {n_s*1e-12:.4f} per micrometre^2")
print("all assertions hold")
```

It prints:

```
Villain model: energies in J, lengths in lattice constants
core constant c, formula (dimensionless): 1.616936
core constant c, lattice sum (dimensionless): 1.616754
Transfer-matrix test at K = 1.20 (dimensionless)
L=4: shift of 1/K, full 1.160674e-03, one pair 1.158178e-03
L=5: shift of 1/K, full 9.367996e-04, one pair 9.348773e-04
K_R at bare K=0.40, L=3,4,5: 0.2186, 0.1749, 0.1439
du/dl at K=2/pi, lattice pairs: 0.192543
du/dl at K=2/pi, 4 pi^3 y^2: 0.192577
size exponent at K=0.70, lattice pairs: -0.39554
size exponent at K=0.70, 2(2-pi K): -0.39823
Tc from truncated flow: 1.351672 J/k_B
bare K at Tc (dimensionless): 0.739824
bare fugacity at Tc (dimensionless): 0.023327
bare 2 pi K at Tc (dimensionless): 4.64845
critical invariant I_c (dimensionless): -1.722904
Below Tc: T/Tc, K_R, n_s lambda_T^2 (all dimensionless)
0.500000  1.479633  9.29681
0.900000  0.804578  5.05531
0.990000  0.681106  4.27951
0.999000  0.650178  4.08519
0.999999  0.637042  4.00266
K_R at 0.9 Tc from integrated flow: 0.804578
cusp ratio at Tc-T=1e-06 J/k_B: 1.00038
limit of K_R at Tc (dimensionless): 0.636620
limit of n_s lambda_T^2 at Tc: 4.000000
eta at K=2/pi from lattice sum: 0.250062
power of ln r at Tc from flow: 0.12470
C' = dC/dT at Tc: 1.303476 k_B/J
b from formula: 2.75168 (J/k_B)^(1/2)
b from integrated flow: 2.75166 (J/k_B)^(1/2)
Above Tc: T/Tc-1, ln xi, b/sqrt(T-Tc), difference
0.1000  4.4690  7.4845  -3.0155
0.0100  20.3557  23.6681  -3.3123
0.0010  71.4354  74.8450  -3.4096
0.0001  233.2404  236.6806  -3.4401
model boson mass: 100.0 u
model gas temperature: 100.0 nK
thermal wavelength: 0.55208 micrometre
superfluid density at jump: 13.1238 per micrometre^2
all assertions hold
```
